# A 1/f Spectrum Does Not Identify the Source of Transistor Noise: a program that tests the result

```python
"""
Result under test: a 1/f spectrum does not tell carrier-number noise from
mobility noise in a MOSFET; the bias dependence of S_I/I^2 can do so:
  A number:           S_I/I^2 = (gm/I)^2 S_vfb
  B Hooge mobility:   S_I/I^2 = alpha_H q mu Vd / (f L^2 I)
  C number + scatter: S_I/I^2 = (gm/I)^2 S_vfb (1 + beta I/gm)^2
S_I: one-sided drain-current noise density, I: drain current, gm = dI/dVg,
S_vfb = q^2 kT lam Nt/(W L Cox^2 f): flat-band noise, lam: tunnelling length,
Nt: oxide traps per volume and energy, beta = alpha_s mu Cox,
alpha_s: scattering coefficient of trapped charge, Vd: drain voltage.
The channel is cut into cells; each is disturbed and the current re-solved.
SI units inside; engineering units in the printout.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar

q, hbar, m0 = sc.e, sc.hbar, sc.m_e
T = 300.0
phit = sc.k * T / q
eps_ox, eps_si = 3.9 * sc.epsilon_0, 11.7 * sc.epsilon_0
tox, W, L = 5e-9, 50e-6, 2e-6
Na, ni, mu, Vfb = 3e23, 1e16, 0.03, -1.0
Vd, freq = 0.05, 1.0
barrier, m_ox = 3.1, 0.42 * m0
Nt = 5e22 / q                      # 5e16 per cm3 and eV
alpha_s = 1e4                      # V s/C
theta_mob = 0.3                    # 1/V, mobility reduction, for sizing
Cox = eps_ox / tox
gamma = np.sqrt(2 * q * eps_si * Na) / Cox
phiF = phit * np.log(Na / ni)
Vth = Vfb + 2 * phiF + gamma * np.sqrt(2 * phiF)
lam = hbar / (2 * np.sqrt(2 * m_ox * barrier * q))
beta = alpha_s * mu * Cox


def surface_potential(vg, v):
    """Charge-sheet surface potential at quasi-Fermi shift v."""
    x = np.asarray(vg - Vfb + 0.0 * v, dtype=float)
    u = -gamma / 2 + np.sqrt(gamma**2 / 4 + x - phit)
    hi = phit + u**2
    lo = np.full_like(hi, 0.1)

    def balance(psi):
        e = np.exp((psi - 2 * phiF - v) / phit)
        root = np.sqrt(psi - phit + phit * e)
        return psi + gamma * root - x, 1 + gamma * (1 + e) / (2 * root)

    for _ in range(12):
        mid = (lo + hi) / 2
        above = balance(mid)[0] > 0
        hi = np.where(above, mid, hi)
        lo = np.where(above, lo, mid)
    psi = (lo + hi) / 2
    for _ in range(5):
        val, der = balance(psi)
        psi = psi - val / der
    return psi


def charge(vg, v):
    """Inversion charge per area (positive number)."""
    psi = surface_potential(vg, v)
    b = phit * np.exp((psi - 2 * phiF - v) / phit)
    a = psi - phit
    return Cox * gamma * b / (np.sqrt(a + b) + np.sqrt(a))


def sheet_conductance(vg, v, theta=0.0):
    Q = charge(vg, v)
    return mu * Q / (1 + theta * Q / Cox)


def nodes(vd, n):
    x, w = np.polynomial.legendre.leggauss(n)
    return vd * (x + 1) / 2, w * vd / 2


def current(vg, vd=Vd, theta=0.0):
    v, w = nodes(vd, 60)
    return W / L * np.sum(w * sheet_conductance(vg, v, theta))


def transconductance(vg, vd=Vd, theta=0.0, h=1e-4):
    return (current(vg + h, vd, theta) - current(vg - h, vd, theta)) / (2 * h)


def excess_ratio(vg, vd, n=400, h=1e-4):
    """<(Q'/Q)^2>/<Q'/Q>^2 with the average taken along the channel."""
    v, w = nodes(vd, n)
    Q = charge(vg, v)
    dQ = (charge(vg + h, v) - charge(vg - h, v)) / (2 * h)
    return np.sum(w * dQ**2 / Q) * np.sum(w * Q) / np.sum(w * dQ)**2


cells = 24


def cell_response(vg, vd=Vd, theta=0.0):
    """d ln I/d(local flat band), d ln I/d(ln local mobility), cell charge,
    each from a new solution of the whole channel."""
    n, dv, dm = cells, 1e-4, 1e-4
    dx = L / n
    shift, lnmu = np.zeros((n, 4 * n + 1)), np.zeros((n, 4 * n + 1))
    j = np.arange(n)
    shift[j, j], shift[j, n + j] = dv, -dv
    lnmu[j, 2 * n + j], lnmu[j, 3 * n + j] = dm, -dm

    def march(I):
        V = np.zeros(4 * n + 1)
        centre = []
        for c in range(n):
            def step(U):
                s = sheet_conductance(vg - shift[c], U, theta)
                return I * dx / (W * np.exp(lnmu[c]) * s)
            k1 = step(V)
            k2 = step(V + k1 / 2)
            k3 = step(V + k2 / 2)
            k4 = step(V + k3)
            new = V + (k1 + 2 * k2 + 2 * k3 + k4) / 6
            centre.append((V[-1] + new[-1]) / 2)
            V = new
        return V, np.array(centre)

    I0 = current(vg, vd, theta)
    rel = 1e-4
    up = march(np.full(4 * n + 1, I0 * (1 + rel)))[0]
    down = march(np.full(4 * n + 1, I0 * (1 - rel)))[0]
    slope = (up - down) / (2 * rel * I0)
    I = np.full(4 * n + 1, I0)
    for _ in range(4):
        V, centre = march(I)
        I = I - (V - vd) / slope
    assert np.max(np.abs(V - vd)) < 1e-9 * vd
    g = np.log(I)
    d_fb = (g[:n] - g[n:2 * n]) / (2 * dv)
    d_mu = (g[2 * n:3 * n] - g[3 * n:4 * n]) / (2 * dm)
    return d_fb, d_mu, charge(vg, centre)


def hooge_sum(d_mu, Q):
    """S_I/I^2 for alpha_H = 1, independent carriers in every cell."""
    return np.sum(d_mu**2 * q / (freq * W * (L / cells) * Q))


# ---- spectrum of one two-state fluctuator, from its rate matrix
def two_state_psd(f, up, down, values):
    M = np.array([[-up, down], [up, -down]])
    p = np.array([down, up]) / (up + down)
    x = np.array(values, dtype=float)
    start = p * (x - p @ x)
    return 4 * np.real(x @ np.linalg.solve(
        2j * np.pi * f * np.eye(2) - M, start))


for f in (0.3, 5.0, 80.0):
    up, down = 7.0, 19.0
    p, tau = up / (up + down), 1 / (up + down)
    lorentz = 4 * p * (1 - p) * tau / (1 + (2 * np.pi * f * tau)**2)
    assert abs(two_state_psd(f, up, down, (0, 1)) / lorentz - 1) < 1e-10


# ---- flat-band noise as a sum over traps in depth and energy
def trap_psd(f, capture0=1e10, image=False, z1=0.0, z2=tox):
    z = np.linspace(z1, z2, 1201)[:, None]
    u = np.linspace(-16, 16, 321)[None, :]
    occ = 1 / (1 + np.exp(u))
    tau = occ / (capture0 * np.exp(-z / lam))
    s = 4 * occ * (1 - occ) * tau / (1 + (2 * np.pi * f * tau)**2)
    if image:
        s = s * (1 - z / tox)**2
    total = np.trapezoid(np.trapezoid(s, u[0], axis=1), z[:, 0]) \
        if hasattr(np, "trapezoid") else \
        np.trapz(np.trapz(s, u[0], axis=1), z[:, 0])
    return q**2 * Nt * sc.k * T * total / (W * L * Cox**2)


def log_slope(fun, f1=1.0, f2=100.0):
    return np.log(fun(f2) / fun(f1)) / np.log(f2 / f1)


S_vfb = q**2 * sc.k * T * lam * Nt / (W * L * Cox**2 * freq)
for c0 in (1e10, 1e7):             # the prefactor must not matter
    assert abs(trap_psd(freq, c0) / S_vfb - 1) < 2e-3
slope_number = log_slope(trap_psd)
slope_image = log_slope(lambda f: trap_psd(f, image=True))
slope_layer = log_slope(lambda f: trap_psd(f, z1=2.18e-9, z2=2.22e-9))
assert abs(slope_number + 1) < 2e-3
assert slope_layer < -1.5          # number noise that is not 1/f

# ---- bias sweep, all noise levels from the disturbed cells
bias = np.array([0.15, 0.20, 0.30, 0.40, 0.60, 0.80, 1.10, 1.50])
ref = 5
I = np.array([current(v) for v in bias])
gm = np.array([transconductance(v) for v in bias])
SA, SB, SC = [], [], []
for v in bias:
    d_fb, d_mu, Q = cell_response(v)
    SA.append(cells * S_vfb * np.sum(d_fb**2))
    SB.append(hooge_sum(d_mu, Q))
    SC.append(cells * S_vfb * np.sum((d_fb - beta * d_mu)**2))
SA, SB, SC = map(np.array, (SA, SB, SC))
excess = SA / ((gm / I)**2 * S_vfb)
assert np.all(excess > 0.999) and np.all(excess < 1.05)
for k, v in enumerate(bias):
    assert abs(excess[k] / excess_ratio(v, Vd) - 1) < 3e-3
assert np.allclose(SB, q * mu * Vd / (freq * L**2 * I), rtol=5e-3)
lawC = (gm / I)**2 * S_vfb * (1 + beta * I / gm)**2
assert np.allclose(SC, lawC, rtol=0.05)
alpha_H = SA[ref] / SB[ref]        # match the three devices at one bias
scale_C = SA[ref] / SC[ref]
SB, SC = SB * alpha_H, SC * scale_C


def bias_slope(S, a, b):
    return np.log(S[b] / S[a]) / np.log(I[b] / I[a])


weak = [bias_slope(S, 0, 1) for S in (SA, SB, SC)]
strong = [bias_slope(S, 4, 6) for S in (SA, SB, SC)]
assert abs(weak[0]) < 0.1 and abs(weak[1] + 1) < 0.01 and abs(weak[2]) < 0.12
assert -2.2 < strong[0] < -1.7 and abs(strong[1] + 1) < 0.01
assert abs(strong[2] + 1) < 0.2    # C imitates B above threshold

psi_low = float(surface_potential(bias[0], 0.0))
n_slope = 1 + gamma / (2 * np.sqrt(psi_low - phit))
assert abs(gm[0] / I[0] * n_slope * phit - 1) < 0.04

# ---- mobility noise with relaxation times spread evenly in ln(tau)
tau_min, tau_max = 1e-8, 1e5
sigma = np.sqrt(alpha_H * np.log(tau_max / tau_min))


def mobility_psd(f):
    lt = np.linspace(np.log(tau_min), np.log(tau_max), 301)
    s = [two_state_psd(f, 0.5 / t, 0.5 / t, (-sigma, sigma))
         for t in np.exp(lt)]
    return np.mean(s)


slope_mobility = log_slope(mobility_psd)
assert abs(slope_mobility + 1) < 5e-3
assert abs(mobility_psd(10.0) * 10.0 / alpha_H - 1) < 0.01

# ---- larger drain voltage, and mobility that depends on the charge
d_fb, d_mu, Q = cell_response(1.0, 0.4)
ratio_cells = cells * np.sum(d_fb**2) / (
    transconductance(1.0, 0.4) / current(1.0, 0.4))**2
ratio_formula = excess_ratio(1.0, 0.4)
assert abs(ratio_cells / ratio_formula - 1) < 0.01
hooge_large = q * mu * 0.4 / (freq * L**2 * current(1.0, 0.4))
assert abs(hooge_sum(d_mu, Q) / hooge_large - 1) < 0.01
ratio_sat = excess_ratio(1.0, 1.0)
ratio_sat_weak = excess_ratio(0.15, 1.0)
assert ratio_sat > ratio_formula and abs(ratio_sat_weak - 1) < 0.01
d_fb = cell_response(1.0, Vd, theta_mob)[0]
gmi = transconductance(1.0, Vd, theta_mob) / current(1.0, Vd, theta_mob)
assert abs(cells * np.sum(d_fb**2) / gmi**2 - 1) < 0.01


# ---- minimum of the input-referred Hooge noise
def hooge_input(vg):
    i = current(vg)
    return alpha_H * q * mu * Vd / (freq * L**2) * i / transconductance(vg)**2


best = minimize_scalar(lambda v: np.log(hooge_input(v)), bounds=(0.2, 1.0),
                       method="bounded", options={"xatol": 1e-6})
v_min, r_min = best.x, np.exp(best.fun)
h = 1e-3
dgm = (transconductance(v_min + h) - transconductance(v_min - h)) / (2 * h)
assert abs(2 * current(v_min) * dgm / transconductance(v_min)**2 - 1) < 0.01
v_lo = brentq(lambda v: hooge_input(v) - 1.5 * r_min, 0.15, v_min)
v_hi = brentq(lambda v: hooge_input(v) - 1.5 * r_min, v_min, 1.5)


# ---- sizes of neglected effects
def sheet_error(vg):
    ps = float(surface_potential(vg, 0.0))

    def integrand(p):
        e = np.exp((p - 2 * phiF) / phit)
        return e / np.sqrt(p - phit * (1 - np.exp(-p / phit)) + phit * e)
    full = quad(integrand, max(0.08, ps - 0.6), ps, epsrel=1e-9, limit=200)[0]
    return float(charge(vg, 0.0)) / (Cox * gamma / 2 * full) - 1


err = [sheet_error(v) for v in (bias[0], bias[ref], bias[-1])]
assert max(map(abs, err)) < 0.05
white = 2 * q * I[0] / np.tanh(Vd / (2 * phit)) / (SA[0] * I[0]**2)
Q_top, Q_low = float(charge(bias[-1], 0.0)), float(charge(bias[0], 0.0))
image_top = trap_psd(freq, 1e10, True) / S_vfb
image_low = trap_psd(freq, 1e10 * Q_low / Q_top, True) / S_vfb
psi_top = float(surface_potential(bias[-1], 0.0))
V_ox = bias[-1] - Vfb - psi_top
F_ox = V_ox / tox
r = 1 - V_ox / barrier
B_t = 4 * np.sqrt(2 * m_ox * (barrier * q)**3) / (3 * hbar * q)
A_t = q**3 / (8 * np.pi * sc.h * barrier * q) * m0 / m_ox
J_t = A_t * F_ox**2 / (1 - np.sqrt(r))**2 * np.exp(-B_t / F_ox * (1 - r**1.5))
n_s = Q_top / q
n_dep = Cox * gamma * np.sqrt(psi_top) / q
b_fh = (12 * 0.92 * m0 * q**2 * (n_dep + 11 / 32 * n_s)
        / (eps_si * hbar**2))**(1 / 3)
extra_ox = 3 / b_fh * eps_ox / eps_si
fill = n_s / (2 * 0.19 * m0 / (np.pi * hbar**2) * sc.k * T)
fermi = np.log(np.expm1(fill))
V_poly = (eps_ox * F_ox)**2 / (2 * q * eps_si * 1e26)
mob_factor = (transconductance(1.5, Vd, theta_mob) / current(1.5, Vd, theta_mob)
              / (gm[-1] / I[-1]))**2
R_series = 500e-6 / W              # 500 ohm um, rough

print(f"oxide {tox*1e9:.1f} nm, W {W*1e6:.0f} um, L {L*1e6:.0f} um, T {T:.0f} K")
print(f"doping {Na*1e-6:.1e} cm^-3, ni {ni*1e-6:.1e} cm^-3, Vfb {Vfb:.1f} V")
print(f"mobility {mu*1e4:.0f} cm2/Vs, Vd {Vd*1e3:.0f} mV, f {freq:.0f} Hz")
print(f"trap density A {Nt*q*1e-6:.1e} cm^-3 eV^-1")
print(f"barrier {barrier:.1f} eV, oxide mass {m_ox/m0:.2f} m0")
print(f"kT/q {phit*1e3:.2f} mV, Cox {Cox*1e2:.2f} uF/cm2")
print(f"body factor {gamma:.3f} V^0.5, threshold {Vth:.3f} V")
print(f"tunnelling length {lam*1e9:.4f} nm")
print(f"active traps per e-fold of time {Nt*sc.k*T*lam*W*L:.1f}")
print(f"S_vfb at 1 Hz {S_vfb:.3e} V2/Hz")
print(f"alpha_s {alpha_s:.0e} Vs/C, beta {beta:.3f} 1/V, 1/beta {1/beta:.3f} V")
print(f"matched at Vg {bias[ref]:.2f} V: alpha_H {alpha_H:.3e}")
print(f"trap density C {scale_C*Nt*q*1e-6:.2e} cm^-3 eV^-1")
print(f"mobility times {tau_min:.0e} to {tau_max:.0e} s, sigma {sigma:.4f}")
print(f"f-slope 1-100 Hz: number {slope_number:.4f}, mobility {slope_mobility:.4f}")
print(f"f-slope, thin trap layer at 2.2 nm {slope_layer:.3f}")
print("Vg (V), I (A), gm/I (1/V), S_I/I^2 (1/Hz) for A, B, C:")
for k, v in enumerate(bias):
    print(f"{v:.2f} {I[k]:.3e} {gm[k]/I[k]:.3f} {SA[k]:.3e} {SB[k]:.3e} {SC[k]:.3e}")
print("Vg (V), S_I/gm^2 (1e-13 V2/Hz) for A, B, C:")
for k, v in enumerate(bias):
    x = (I[k] / gm[k])**2 * 1e13
    print(f"{v:.2f} {SA[k]*x:.3f} {SB[k]*x:.3f} {SC[k]*x:.3f}")
print("slope of ln(S_I/I^2) against ln(I) for A, B, C:")
print("Vg 0.15-0.20 V: " + " ".join(f"{s:.3f}" for s in weak))
print("Vg 0.60-1.10 V: " + " ".join(f"{s:.3f}" for s in strong))
print(f"B input noise minimum {r_min:.3e} V2/Hz at Vg {v_min:.3f} V")
print(f"B within 1.5 x minimum: Vg {v_lo:.3f} to {v_hi:.3f} V")
print(f"  that is I {current(v_lo):.2e} to {current(v_hi):.2e} A")
print(f"largest excess over law A at 50 mV {100*(excess.max()-1):.2f} %")
print(f"true/law A, Vg 1 V: Vd 0.4 V {ratio_formula:.3f}, Vd 1 V {ratio_sat:.3f}")
print(f"true/law A, Vg 0.15 V, Vd 1 V {ratio_sat_weak:.4f}")
print(f"trap-depth factor on S_vfb: Vg 0.15 V {image_low:.3f}, 1.5 V {image_top:.3f}")
print(f"f-slope with trap-depth factor {slope_image:.3f}")
print(f"white/flicker noise of A at Vg 0.15 V, 1 Hz {white:.3f}")
print("charge-sheet error, Vg 0.15, 0.8, 1.5 V: "
      + " ".join(f"{100*e:.2f}" for e in err) + " %")
print(f"(gm/I)^2 factor, mobility reduction 0.3/V, Vg 1.5 V {mob_factor:.3f}")
print(f"series/total resistance at 1.5 V {R_series/(Vd/I[-1]+R_series):.3f}")
print(f"oxide field at 1.5 V {F_ox*1e-8:.2f} MV/cm, gate leak {J_t*W*L:.1e} A")
print(f"quantum shift as extra oxide {extra_ox*1e9:.2f} nm")
print(f"one-subband Fermi level at 1.5 V {fermi:.2f} kT above its edge")
print(f"gate depletion (1e20 cm^-3) at 1.5 V {V_poly*1e3:.0f} mV")
print(f"drift speed / 1e7 cm/s {mu*Vd/L/1e5:.4f}")
print(f"surface potential swept, Vg 0.15-1.5 V {psi_top-psi_low:.3f} V")
print("tests ok")
```

Printed output:

```
oxide 5.0 nm, W 50 um, L 2 um, T 300 K
doping 3.0e+17 cm^-3, ni 1.0e+10 cm^-3, Vfb -1.0 V
mobility 300 cm2/Vs, Vd 50 mV, f 1 Hz
trap density A 5.0e+16 cm^-3 eV^-1
barrier 3.1 eV, oxide mass 0.42 m0
kT/q 25.85 mV, Cox 0.69 uF/cm2
body factor 0.457 V^0.5, threshold 0.321 V
tunnelling length 0.0855 nm
active traps per e-fold of time 11.1
S_vfb at 1 Hz 5.950e-13 V2/Hz
alpha_s 1e+04 Vs/C, beta 2.072 1/V, 1/beta 0.483 V
matched at Vg 0.80 V: alpha_H 6.374e-06
trap density C 1.65e+16 cm^-3 eV^-1
mobility times 1e-08 to 1e+05 s, sigma 0.0138
f-slope 1-100 Hz: number -1.0000, mobility -1.0000
f-slope, thin trap layer at 2.2 nm -1.847
Vg (V), I (A), gm/I (1/V), S_I/I^2 (1/Hz) for A, B, C:
0.15 4.904e-09 29.972 5.345e-10 7.814e-08 2.018e-10
0.20 2.202e-08 30.084 5.385e-10 1.740e-08 2.033e-10
0.30 4.306e-07 28.644 4.885e-10 8.900e-10 1.856e-10
0.40 4.929e-06 18.642 2.101e-10 7.770e-11 8.543e-11
0.60 3.805e-05 5.439 1.772e-11 1.007e-11 1.113e-11
0.80 8.216e-05 2.796 4.661e-12 4.661e-12 4.661e-12
1.10 1.530e-04 1.574 1.475e-12 2.503e-12 2.613e-12
1.50 2.507e-04 0.984 5.764e-13 1.528e-12 1.836e-12
Vg (V), S_I/gm^2 (1e-13 V2/Hz) for A, B, C:
0.15 5.950 869.879 2.247
0.20 5.950 192.288 2.246
0.30 5.954 10.847 2.262
0.40 6.045 2.236 2.458
0.60 5.989 3.403 3.762
0.80 5.962 5.962 5.962
1.10 5.954 10.102 10.549
1.50 5.952 15.773 18.957
slope of ln(S_I/I^2) against ln(I) for A, B, C:
Vg 0.15-0.20 V: 0.005 -1.000 0.005
Vg 0.60-1.10 V: -1.786 -1.000 -1.041
B input noise minimum 2.059e-13 V2/Hz at Vg 0.435 V
B within 1.5 x minimum: Vg 0.364 to 0.573 V
  that is I 2.30e-06 to 3.25e-05 A
largest excess over law A at 50 mV 1.59 %
true/law A, Vg 1 V: Vd 0.4 V 1.168, Vd 1 V 1.624
true/law A, Vg 0.15 V, Vd 1 V 1.0000
trap-depth factor on S_vfb: Vg 0.15 V 0.629, 1.5 V 0.386
f-slope with trap-depth factor -0.948
white/flicker noise of A at Vg 0.15 V, 1 Hz 0.164
charge-sheet error, Vg 0.15, 0.8, 1.5 V: -1.83 -1.16 -0.90 %
(gm/I)^2 factor, mobility reduction 0.3/V, Vg 1.5 V 0.601
series/total resistance at 1.5 V 0.048
oxide field at 1.5 V 2.92 MV/cm, gate leak 1.0e-20 A
quantum shift as extra oxide 0.50 nm
one-subband Fermi level at 1.5 V 0.62 kT above its edge
gate depletion (1e20 cm^-3) at 1.5 V 31 mV
drift speed / 1e7 cm/s 0.0075
surface potential swept, Vg 0.15-1.5 V 0.283 V
tests ok
```
